# Initial surface chemical potential around a circular hole under uniaxial tension: a program that tests the result

```python
"""
Result under test: on a circular hole (radius a) in a plate under remote
uniaxial tension sigma, the initial surface chemical potential is
  mu = mu_ref - Omega*gamma/a
       + Omega*sigma^2/(2E) * (3 - 4 cos 2theta + 2 cos 4theta).
theta: angle from the load axis; E: in-plane Young modulus; Omega: atomic
volume; gamma: surface energy. mu is the energy per atom ADDED to the solid.
The numerical solver uses units a = sigma = E = 1 and plane stress.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const

N_ANGLE = 48
angles = 2 * np.pi * np.arange(N_ANGLE) / N_ANGLE


def harmonic(values, n):
    """Cosine coefficient of a function sampled on the uniform angles."""
    factor = 1.0 if n == 0 else 2.0
    return factor * np.mean(values * np.cos(n * angles))


def solve_plate(outer, poisson, order=22, amp=0.0, n_shape=0):
    """Minimize the potential energy of a plate with a free hole whose rim
    is ln r = amp*cos(n_shape*theta), loaded by uniaxial traction at r=outer.
    Returns potential energy, 2*w on the rim, and rim hoop stress.
    (The hoop stress is meaningful for the circular rim, amp = 0.)"""
    length = np.log(outer)
    stiffness = np.array([[1, poisson, 0], [poisson, 1, 0],
                          [0, 0, (1 - poisson) / 2]]) / (1 - poisson**2)
    derivative_coeffs = cheb.chebder(np.eye(order + 1))

    def scaled_strains(s, th):
        """Strain times r for every basis displacement; also the Jacobian."""
        x = 2 * s / length - 1
        T = cheb.chebvander(x, order)
        dT = cheb.chebval(x, derivative_coeffs).T * 2 / length
        jac = 1 - amp * np.cos(n_shape * th) / length
        tilt = -amp * n_shape * (1 - s / length) * np.sin(n_shape * th)
        blocks = []
        for m in range(0, 11, 2):
            c, q = np.cos(m * th)[:, None], np.sin(m * th)[:, None]
            radial = dT * c / jac[:, None]
            angular = -m * T * q - tilt[:, None] * radial
            blocks.append(np.array([radial, T * c, angular]))
            if m > 0:
                radial = dT * q / jac[:, None]
                angular = m * T * c - tilt[:, None] * radial
                blocks.append(np.array([0 * T, angular, radial - T * q]))
        return np.concatenate(blocks, axis=2), jac

    x, wx = np.polynomial.legendre.leggauss(order + 12)
    s, th = np.meshgrid((x + 1) * length / 2, angles, indexing="ij")
    weights = np.repeat(wx * length / 2, N_ANGLE) * 2 * np.pi / N_ANGLE
    B, jac = scaled_strains(s.ravel(), th.ravel())
    weights = weights * jac
    K = 0
    for i in range(3):
        for j in range(3):
            if stiffness[i, j] != 0:
                K = K + stiffness[i, j] * (B[i].T @ (weights[:, None] * B[j]))

    load = []
    t_r, t_th = np.cos(angles)**2, -np.sin(angles) * np.cos(angles)
    for m in range(0, 11, 2):
        work = 2 * np.pi * outer * np.mean(t_r * np.cos(m * angles))
        load.append(np.full(order + 1, work))
        if m > 0:
            work = 2 * np.pi * outer * np.mean(t_th * np.sin(m * angles))
            load.append(np.full(order + 1, work))
    load = np.concatenate(load)
    coeffs = np.linalg.solve(K, load)

    B_rim, _ = scaled_strains(np.zeros(N_ANGLE), angles)
    strain = (B_rim @ coeffs) / np.exp(amp * np.cos(n_shape * angles))
    stress = stiffness @ strain
    return -0.5 * load @ coeffs, np.sum(stress * strain, axis=0), stress[1]


# --- Symbolic check of the Airy function and of its boundary conditions
r, a, th, load_s = sp.symbols("r a theta sigma", positive=True)
airy = load_s / 4 * (r**2 - 2 * a**2 * sp.log(r)
                     - (r**2 - a**2)**2 / r**2 * sp.cos(2 * th))


def laplacian(f):
    return sp.diff(f, r, 2) + sp.diff(f, r) / r + sp.diff(f, th, 2) / r**2


s_rr = sp.diff(airy, r) / r + sp.diff(airy, th, 2) / r**2
s_tt = sp.diff(airy, r, 2)
s_rt = -sp.diff(sp.diff(airy, th) / r, r)
assert sp.simplify(laplacian(laplacian(airy))) == 0
assert sp.simplify(s_rr.subs(r, a)) == 0
assert sp.simplify(s_rt.subs(r, a)) == 0
far = [sp.limit(sp.expand(f), r, sp.oo) for f in (s_rr, s_tt, s_rt)]
uniform = [load_s * sp.cos(th)**2, load_s * sp.sin(th)**2,
           -load_s * sp.sin(th) * sp.cos(th)]
for got, wanted in zip(far, uniform):
    assert sp.simplify((got - wanted).rewrite(sp.exp)) == 0
rim_hoop = sp.lambdify(th, s_tt.subs({r: a}).subs({a: 1, load_s: 1}), "numpy")

# --- Plane-strain modulus from three-dimensional Hooke's law
E_s, nu_s, szz = sp.symbols("E nu s_zz", positive=True)
szz_value = sp.solve(sp.Eq(szz - nu_s * load_s, 0), szz)[0]
hoop_strain = (load_s - nu_s * szz_value) / E_s
assert sp.simplify(load_s * hoop_strain / 2
                   - load_s**2 * (1 - nu_s**2) / (2 * E_s)) == 0

# --- Hoop stress and energy harmonics from the variational solver
_, w_hat, hoop = solve_plate(200.0, 0.45)
_, _, hoop_other = solve_plate(200.0, 0.20)
hoop_error = np.max(np.abs(hoop - rim_hoop(angles)))
assert hoop_error < 2e-3          # finite outer radius and finite basis
assert np.max(np.abs(hoop - hoop_other)) < 1e-3
w_harm = {n: harmonic(w_hat, n) for n in (0, 2, 4, 6, 8, 10)}
derived = {0: 3.0, 2: -4.0, 4: 2.0, 6: 0.0, 8: 0.0, 10: 0.0}
for n in derived:
    assert abs(w_harm[n] - derived[n]) < 5e-3

# --- Elastic chemical potential from the energy change with hole shape
step = 5e-3
from_energy = {}
for n in (0, 2, 4, 6):
    plus = solve_plate(50.0, 0.45, amp=step, n_shape=n)[0]
    minus = solve_plate(50.0, 0.45, amp=-step, n_shape=n)[0]
    slope = (plus - minus) / (2 * step)
    # hole growth removes solid, hence the minus sign
    from_energy[n] = -2 * slope / (np.pi * (2 if n == 0 else 1))
    assert abs(from_energy[n] - derived[n]) < 0.03

# --- A distorted hole has a sixth harmonic at first order
tilt = 0.01
w_plus = solve_plate(100.0, 0.45, amp=tilt, n_shape=2)[1]
w_minus = solve_plate(100.0, 0.45, amp=-tilt, n_shape=2)[1]
sixth_slope = (harmonic(w_plus, 6) - harmonic(w_minus, 6)) / (2 * tilt)
assert abs(sixth_slope) > 1.0


# --- Surface energy of a hole: curvature term and sixfold anisotropy
def perimeter_energy(eps, n, delta):
    t = 2 * np.pi * np.arange(720) / 720
    rad, slope_r = 1 + eps * np.cos(n * t), -eps * n * np.sin(n * t)
    normal = t - np.arctan2(slope_r, rad)
    density = (1 + delta * np.cos(6 * normal)) * np.hypot(rad, slope_r)
    return 2 * np.pi * np.mean(density)


def perimeter_slope(n, delta, h=1e-4):
    return (perimeter_energy(h, n, delta)
            - perimeter_energy(-h, n, delta)) / (2 * h)


aniso = 0.01
assert abs(perimeter_slope(0, 0.0) - 2 * np.pi) < 1e-6
for n in (2, 4, 6):
    assert abs(perimeter_slope(n, 0.0)) < 1e-6
sixth_capillary = -perimeter_slope(6, aniso) / np.pi
assert abs(sixth_capillary - 35 * aniso) < 1e-4

# --- In-plane elasticity of a (111) platinum film (rough constants, GPa)
C11, C12, C44 = 347.0, 251.0, 76.5
C = np.diag([C11 - C12] * 3 + [C44] * 3)
C[:3, :3] += C12
S6 = np.linalg.inv(C)
voigt = {(0, 0): 0, (1, 1): 1, (2, 2): 2, (1, 2): 3, (0, 2): 4, (0, 1): 5}
S = np.zeros((3, 3, 3, 3))
for i, j, k, l in np.ndindex(3, 3, 3, 3):
    p, q = voigt[tuple(sorted((i, j)))], voigt[tuple(sorted((k, l)))]
    S[i, j, k, l] = S6[p, q] / ((2 if p > 2 else 1) * (2 if q > 2 else 1))
e1 = np.array([1, -1, 0]) / np.sqrt(2)
e2 = np.array([1, 1, -2]) / np.sqrt(6)


def comp(A, B, Cv, D):
    return np.einsum("ijkl,i,j,k,l", S, A, B, Cv, D)


E_GPa = 1 / comp(e1, e1, e1, e1)
nu_film = -comp(e1, e1, e2, e2) * E_GPa
for ang in (0.2, 0.7, 1.3):
    d = np.cos(ang) * e1 + np.sin(ang) * e2
    t = -np.sin(ang) * e1 + np.cos(ang) * e2
    assert abs(comp(d, d, d, d) * E_GPa - 1) < 1e-10
    assert abs(comp(d, d, t, t) * E_GPa + nu_film) < 1e-10
    assert abs(comp(d, d, d, t) * E_GPa) < 1e-10
    assert abs(4 * comp(d, t, d, t) * E_GPa - 2 * (1 + nu_film)) < 1e-10
E_100 = 1 / S6[0, 0]
zener = 2 * C44 / (C11 - C12)

# --- Worked example (rough typical values)
sigma, radius, thickness, outer_radius = 80e6, 50e-6, 2e-6, 500e-6
gamma, temperature, yield_stress, lattice = 2.3, 700.0, 300e6, 0.392e-9
surface_stress = 2.5
omega = lattice**3 / 4
w0 = sigma**2 / (2 * E_GPa * 1e9)
micro_eV = const.e * 1e-6
unit = omega * w0 / micro_eV
capillary = omega * gamma / radius / micro_eV
mu_at = {deg: unit * rim_hoop(np.radians(deg))**2 for deg in (0, 30, 90)}
series = {deg: unit * (3 - 4 * np.cos(2 * np.radians(deg))
                       + 2 * np.cos(4 * np.radians(deg))) for deg in mu_at}
for deg in mu_at:
    assert abs(mu_at[deg] - series[deg]) < 1e-10
mu_range = max(mu_at.values()) - min(mu_at.values())
kT = const.k * temperature / micro_eV

ratio = outer_radius / radius
finite = solve_plate(ratio, nu_film)[1]
coarse = solve_plate(ratio, nu_film, order=16)[1]
basis_shift = max(abs(harmonic(finite, n) - harmonic(coarse, n))
                  for n in (0, 2, 4))
assert basis_shift < 1e-3
mu_sixth = sixth_capillary * capillary
equal_radius = sixth_capillary * gamma / (4 * w0)

print("TESTS (energy harmonics in units of sigma^2/2E)")
print(f"largest hoop-stress error / sigma, R/a=200: {hoop_error:.1e}")
for n in derived:
    print(f"rim energy harmonic {n}: {w_harm[n]:.4f}")
for n in from_energy:
    print(f"from energy change, R/a=50, harmonic {n}: {from_energy[n]:.3f}")
print(f"sixth harmonic per unit cos2theta distortion: {sixth_slope:.2f}")
print("EXAMPLE: (111) platinum membrane, rough inputs")
print(f"C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.1f} GPa")
print(f"Zener anisotropy ratio: {zener:.2f}")
print(f"Young modulus along [100]: {E_100:.1f} GPa")
print(f"Young modulus in (111) plane: {E_GPa:.1f} GPa")
print(f"Poisson ratio in (111) plane: {nu_film:.3f}")
print(f"remote stress: {sigma/1e6:.0f} MPa")
print(f"hole radius: {radius*1e6:.0f} um")
print(f"film thickness: {thickness*1e6:.0f} um")
print(f"outer radius: {outer_radius*1e6:.0f} um")
print(f"surface energy: {gamma:.1f} J/m^2")
print(f"temperature: {temperature:.0f} K")
print(f"lattice parameter: {lattice*1e9:.3f} nm")
print(f"atomic volume: {omega*1e27:.5f} nm^3")
print(f"sigma^2/2E: {w0/1e3:.2f} kPa")
print(f"Omega*sigma^2/2E: {unit:.3f} micro-eV")
print(f"mean elastic part: {3*unit:.2f} micro-eV")
print(f"second harmonic: {-4*unit:.2f} micro-eV")
print(f"fourth harmonic: {2*unit:.2f} micro-eV")
print(f"uniform capillary part: {-capillary:.2f} micro-eV")
for deg in mu_at:
    print(f"elastic part at {deg} deg: {abs(mu_at[deg]):.2f} micro-eV")
print(f"range of mu / kT: {mu_range/kT:.1e}")
print("NEGLECTED EFFECTS")
print("finite plate, harmonics 0, 2, 4: "
      + ", ".join(f"{harmonic(finite, n):.3f}" for n in (0, 2, 4)))
print(f"basis shift of these (order 16 to 22): {basis_shift:.1e}")
print(f"assumed sixfold surface-energy anisotropy: {100*aniso:.0f} %")
print(f"its sixth harmonic of mu: {mu_sixth:.2f} micro-eV")
print(f"ratio to second harmonic size: {mu_sixth/(4*unit):.2f}")
print(f"hole radius where the two are equal: {equal_radius*1e6:.1f} um")
print(f"assumed surface stress: {surface_stress:.1f} N/m")
print(f"surface-stress size 2f/(sigma a): "
      f"{2*surface_stress/(sigma*radius):.1e}")
print(f"assumed film yield stress: {yield_stress/1e6:.0f} MPa")
peak = sigma * np.max(np.abs(rim_hoop(angles)))
print(f"peak hoop stress: {peak/1e6:.0f} MPa")
print(f"peak hoop stress / yield stress: {peak/yield_stress:.2f}")
print(f"thickness / hole radius: {thickness/radius:.3f}")
print(f"round-rim capillary term 2*gamma*Omega/h: "
      f"{2*gamma*omega/thickness/micro_eV:.0f} micro-eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
TESTS (energy harmonics in units of sigma^2/2E)
largest hoop-stress error / sigma, R/a=200: 2.3e-04
rim energy harmonic 0: 3.0005
rim energy harmonic 2: -4.0005
rim energy harmonic 4: 2.0004
rim energy harmonic 6: -0.0000
rim energy harmonic 8: 0.0000
rim energy harmonic 10: -0.0000
from energy change, R/a=50, harmonic 0: 3.007
from energy change, R/a=50, harmonic 2: -4.008
from energy change, R/a=50, harmonic 4: 2.006
from energy change, R/a=50, harmonic 6: 0.000
sixth harmonic per unit cos2theta distortion: 8.00
EXAMPLE: (111) platinum membrane, rough inputs
C11, C12, C44: 347, 251, 76.5 GPa
Zener anisotropy ratio: 1.59
Young modulus along [100]: 136.3 GPa
Young modulus in (111) plane: 185.3 GPa
Poisson ratio in (111) plane: 0.451
remote stress: 80 MPa
hole radius: 50 um
film thickness: 2 um
outer radius: 500 um
surface energy: 2.3 J/m^2
temperature: 700 K
lattice parameter: 0.392 nm
atomic volume: 0.01506 nm^3
sigma^2/2E: 17.27 kPa
Omega*sigma^2/2E: 1.623 micro-eV
mean elastic part: 4.87 micro-eV
second harmonic: -6.49 micro-eV
fourth harmonic: 3.25 micro-eV
uniform capillary part: -4.32 micro-eV
elastic part at 0 deg: 1.62 micro-eV
elastic part at 30 deg: 0.00 micro-eV
elastic part at 90 deg: 14.61 micro-eV
range of mu / kT: 2.4e-04
NEGLECTED EFFECTS
finite plate, harmonics 0, 2, 4: 3.186, -4.205, 2.166
basis shift of these (order 16 to 22): 1.7e-14
assumed sixfold surface-energy anisotropy: 1 %
its sixth harmonic of mu: 1.51 micro-eV
ratio to second harmonic size: 0.23
hole radius where the two are equal: 11.7 um
assumed surface stress: 2.5 N/m
surface-stress size 2f/(sigma a): 1.3e-03
assumed film yield stress: 300 MPa
peak hoop stress: 240 MPa
peak hoop stress / yield stress: 0.80
thickness / hole radius: 0.040
round-rim capillary term 2*gamma*Omega/h: 216 micro-eV
ALL CHECKS PASSED
```
